# The Shuttleworth relation in Eulerian and Lagrangian forms, for solids and liquids

A flat surface has an excess energy, and stretching the surface changes that excess, so it involves work, which may have either sign. For a solid these facts define two different quantities, the surface energy and the surface stress. This problem derives the relation between them, once with the energy counted per current area and once per reference area. It then asks which of the quantities agree for a solid and which for a liquid.

**Notation.** A homogeneous in-plane deformation takes a reference point $X$ to $x=FX$, where $F$ is a $2\times2$ matrix. The reference area $A_0$ becomes $A=JA_0$ with $J=\det F$. A further small deformation, measured from the current state, moves $x_i$ by $d\varepsilon_{ij}x_j$, with repeated indices summed. The four components $\varepsilon_{ij}$ are varied independently; if $\varepsilon_{xy}$ and $\varepsilon_{yx}$ were varied together as one variable, the shear derivatives below would be doubled. The surface is flat, so curvature plays no part.

## (a) What are the surface excess and the surface stress?

*Define the excess energy $E_s$ of a solid surface and the surface stress $f_{ij}$. For atoms with pair forces at zero temperature, express $f_{ij}$ through the forces.*

**Solution.** Take a film of $N$ atoms with two equal faces, thick enough for the faces not to influence each other. Let $E_{\rm film}(F)$ be its energy and $e_b(F)$ the energy per atom of the infinite crystal with the same in-plane deformation. In both, all other coordinates are relaxed, so there is no stress along the surface normal. The excess of one face is

$$E_s(F)=\tfrac12\left[E_{\rm film}(F)-N e_b(F)\right].$$

The subtracted bulk must carry the same strain as the film. Otherwise the elastic energy of the interior, which grows with $N$, would be counted as surface energy.

The surface stress is defined by the reversible work of a small further deformation in which the surface keeps its atoms:

$$dE_s=A\,f_{ij}\,d\varepsilon_{ij}.\tag{1}$$

This makes $f$ a force per length. If a rectangle with sides $\ell_x,\ell_y$ is stretched along $x$, the force $f_{xx}\ell_y$ acts through the distance $\ell_x d\varepsilon_{xx}$, and the work is $A f_{xx}d\varepsilon_{xx}$. A positive $f_{xx}$ means that the surface pulls inward along $x$.

Now let the energy be $\frac12\sum_{a\ne b}\varphi(r_{ab})$, where $\mathbf r_{ab}$ joins atoms $a$ and $b$. The deformation changes a bond vector by $dr_i=d\varepsilon_{ij}r_j$. From $r^2=r_ir_i+r_z^2$ it follows that $r\,dr=r_i\,dr_i$, hence

$$dr=\frac{r_ir_j}{r}\,d\varepsilon_{ij}.$$

The atoms also relax, but the energy is stationary with respect to the relaxed coordinates, so their shifts contribute nothing at first order. The energy derivative is therefore

$$W_{ij}=\frac{\partial E}{\partial\varepsilon_{ij}}=\frac12\sum_{a\neq b}\varphi'(r_{ab})\frac{r_ir_j}{r_{ab}} .$$

With $w^b_{ij}$ the same quantity per bulk atom, equation (1) gives

$$f_{ij}=\frac{W^{\rm film}_{ij}-N w^{b}_{ij}}{2A}.\tag{2}$$

This expression is symmetric in $i$ and $j$, as it must be: an antisymmetric $d\varepsilon$ is a rotation and costs no energy.

Equation (2) belongs to pair forces at zero temperature. Definition (1) also serves at a fixed finite temperature if every energy is replaced by the Helmholtz free energy, and parts (b) and (c) use (1) alone.

## (b) The Eulerian form

*Let $\gamma=E_s/A$ be the excess per current area. Express $f_{ij}$ through $\gamma$.*

**Solution.** The small deformation multiplies the area by

$$\det(1+d\varepsilon)=(1+d\varepsilon_{xx})(1+d\varepsilon_{yy})-d\varepsilon_{xy}d\varepsilon_{yx}.$$

To first order this is $1+d\varepsilon_{xx}+d\varepsilon_{yy}$, so $dA=A\,\delta_{ij}d\varepsilon_{ij}$. The product rule then gives

$$dE_s=d(\gamma A)=\gamma\,dA+A\,d\gamma
=A\left(\gamma\delta_{ij}+\frac{\partial\gamma}{\partial\varepsilon_{ij}}\right)d\varepsilon_{ij}.$$

Since the $d\varepsilon_{ij}$ are independent, comparison with (1) yields

$$f_{ij}=\gamma\,\delta_{ij}+\frac{\partial\gamma}{\partial\varepsilon_{ij}}.\tag{3}$$

The first term is the price of having more area. The second arises because stretching changes the surface itself: its bond lengths change (some grow, and some can shrink as the layers relax toward each other), and when the area grows each unit of area holds fewer atoms.

For an equal stretch in both directions, $d\varepsilon_{ij}=\frac12\delta_{ij}\,d\ln A$, because its trace must equal $dA/A$. Then $d\gamma=\frac12(\partial\gamma/\partial\varepsilon_{ii})\,d\ln A$, and half the trace of (3) becomes

$$\tfrac12 f_{ii}=\gamma+\frac{d\gamma}{d\ln A}.\tag{4}$$

For this stretch (1) reads $dE_s=\frac12f_{ii}\,dA$. Gaining area by stretching thus costs $\frac12f_{ii}$ per area, whereas gaining it by adding more surface in the same state of strain costs $\gamma$.

## (c) The Lagrangian form

*Let $\Gamma=E_s/A_0$ be the excess per reference area. Express $f_{ij}$ through $\Gamma$ at any $F$. For which surfaces does the result agree with (3)?*

**Solution.** The further deformation changes $F$ to $(1+d\varepsilon)F$, so $dF_{iK}=d\varepsilon_{ij}F_{jK}$. With $A_0$ constant,

$$dE_s=A_0\,d\Gamma=A_0\frac{\partial\Gamma}{\partial F_{iK}}F_{jK}\,d\varepsilon_{ij}.$$

Setting this equal to $JA_0f_{ij}d\varepsilon_{ij}$ gives

$$f=\frac1J\,P F^{T},\qquad P_{iK}=\frac{\partial\Gamma}{\partial F_{iK}}.\tag{5}$$

The matrix $P$ is the nominal surface stress, a force per reference length. If the current state is itself the reference, then $F=1$, $J=1$, and (5) shortens to

$$f_{ij}=\left.\frac{\partial\Gamma}{\partial\varepsilon_{ij}}\right|_{F=1}.\tag{6}$$

No separate $\gamma\delta_{ij}$ appears here, because $\Gamma$ already contains the growth of the area.

To compare with (3), insert $\Gamma=J\gamma$:

$$f=\frac1J\left(\gamma\frac{\partial J}{\partial F}+J\frac{\partial\gamma}{\partial F}\right)F^{T}.$$

From $J=F_{11}F_{22}-F_{12}F_{21}$,

$$\frac{\partial J}{\partial F}F^{T}=
\begin{pmatrix}F_{22}&-F_{21}\\-F_{12}&F_{11}\end{pmatrix}
\begin{pmatrix}F_{11}&F_{21}\\F_{12}&F_{22}\end{pmatrix}
=J\begin{pmatrix}1&0\\0&1\end{pmatrix}.$$

By the chain rule used above, $(\partial\gamma/\partial F)F^T$ is the matrix of derivatives $\partial\gamma/\partial\varepsilon_{ij}$ taken from the current state. Hence (5) becomes $f_{ij}=\gamma\delta_{ij}+\partial\gamma/\partial\varepsilon_{ij}$, which is (3).

No property of the material entered this step. The two forms give the same surface stress for every surface to which definition (1) applies, solid or liquid. A special property of liquids must therefore concern something else, namely the relation between $f$ and $\gamma$.

## (d) A crystal surface in numbers

*Evaluate both forms for the relaxed (110) surface of a model fcc crystal, first unstrained and then at a finite strain.*

**Solution.** The atoms interact through the Morse potential

$$\varphi(r)=D\left[e^{-2\alpha(r-r_0)}-2e^{-\alpha(r-r_0)}\right]$$

with $D=0.3$ eV, $r_0=3$ Å and $\alpha=2$ Å$^{-1}$. Bonds reach to the sixth neighbour shell, and the list of bonded sites is kept fixed under strain. The bulk is free of stress at a neighbour distance $b=2.948$ Å. The surface cell has sides $\sqrt2\,b$ along $x=[001]$ and $b$ along $y=[1\bar10]$, so its area is $\sqrt2\,b^2=12.29$ Å$^2$. The film has 24 layers, whose heights are relaxed by Newton's method at each strain. Strain derivatives are central differences with a step of $10^{-4}$.

**Unstrained state.** The surface energy is $\gamma=0.0898$ eV/Å$^2$, or $1.438$ J/m$^2$. Its derivatives are $-0.0565$ eV/Å$^2$ for $\varepsilon_{xx}$ and $-0.1171$ eV/Å$^2$ for $\varepsilon_{yy}$. Equation (3) gives

$$f_{xx}=0.0898-0.0565=0.0333\ \text{eV/Å}^2,$$
$$f_{yy}=0.0898-0.1171=-0.0273\ \text{eV/Å}^2,$$

or $0.533$ and $-0.438$ N/m. Differentiating $\Gamma$ as in (6), and summing the pair forces as in (2), give the same two values.

The surface tends to contract along $x$ and to expand along $y$. These signs belong to the pair model and not to a real metal: here the outermost layer spacing expands by 2%, whereas (110) surfaces of fcc metals usually relax inward. The negative $f_{yy}$ does not conflict with the positive $\gamma$: creating this surface costs energy, but stretching it along $y$ lowers the excess.

For equal stretching in both directions, $d\gamma/d\ln A=-0.08678$ eV/Å$^2$, and (4) gives

$$\tfrac12f_{ii}=0.08975-0.08678=0.00297\ \text{eV/Å}^2.$$

Per unit of area gained, stretching this surface initially costs about one thirtieth of what adding unstrained surface costs. The mean is small because $f_{xx}$ and $f_{yy}$ nearly cancel. The last digits depend on the range of the bonds: with bonds to the twelfth shell, $\gamma$ becomes $0.08990$ and the mean $0.00291$ eV/Å$^2$.

**Strained state.** Take

$$F=\begin{pmatrix}1.02&0.01\\0&1.01\end{pmatrix},\qquad J=1.0302 .$$

Differentiating $\Gamma$ with respect to $F$ gives, in eV/Å$^2$,

$$P=\begin{pmatrix}0.000038&-0.005487\\-0.005013&-0.042928\end{pmatrix}.$$

This matrix is not symmetric. Equation (5) turns it into the surface stress. For example,

$$f_{yy}=\frac{P_{yx}F_{yx}+P_{yy}F_{yy}}{J}=\frac{0-0.042928\times1.01}{1.0302}=-0.04209,$$

$$f_{yx}=\frac{P_{yx}F_{xx}+P_{yy}F_{xy}}{J}=\frac{-0.005113-0.000429}{1.0302}=-0.00538,$$

$$f_{xy}=\frac{P_{xx}F_{yx}+P_{xy}F_{yy}}{J}=\frac{0-0.005487\times1.01}{1.0302}=-0.00538 .$$

The off-diagonal elements are now equal. The remaining element is $f_{xx}=-0.00002$ eV/Å$^2$; its sign is not significant, since bonds to the twelfth shell shift it to $+0.000003$ eV/Å$^2$. The Eulerian form, with derivatives taken from the strained state, gives the same matrix. Using $P$ itself as the surface stress would be wrong here by $0.0008$ eV/Å$^2$ in the $yy$ element.

The component $f_{xx}$ has dropped from $0.0333$ eV/Å$^2$ to nearly zero, so surface stress depends on strain and a value belongs to a stated strain. The same dependence shows in $\Gamma$. Under a 1% stretch in both directions, the linear estimate of its change is $0.01\,f_{ii}=0.01\times2\times0.00297=+0.00006$ eV/Å$^2$. The computed change is $0.089656-0.089751=-0.000095$ eV/Å$^2$. Because the linear term is so small, the terms beyond it already decide the sign.

## (e) The liquid surface

*Find the surface stress of a pure liquid in equilibrium with its vapour at fixed temperature. Which quantities coincide?*

**Solution.** Let $\Phi$ be the Helmholtz free energy of liquid and vapour together, with total volume $V$ and $N$ molecules. For one component, coexistence at a given temperature $T$ fixes the pressure $p$ and the chemical potential $\mu$. The bulk phases contribute $-pV+\mu N$, so the surface excess is

$$E_s=\Phi+pV-\mu N .$$

Deform the container slowly, at constant $T$, $V$ and $N$, so that the interface changes its area. The bulk terms stay constant, and the work is $d\Phi=dE_s$. Equation (1) therefore defines $f_{ij}$ here too, with $V$ held fixed as well. The one change is that the liquid surface does not keep its molecules: it exchanges them with the bulk phases during the slow deformation.

Two facts determine $E_s$. First, two equal large pieces of flat interface placed side by side have twice the excess of one, so $E_s$ is proportional to $A$ when edge effects are negligible. Second, an equilibrium liquid keeps no record of a reference arrangement. Molecules move between the bulk and the interface until the interface has the structure set by $T$. An interface stretched from $A_0$ to $A$ is then in the same state as one that had the area $A$ from the start. Hence

$$E_s=\gamma(T)\,A,\qquad \frac{\partial\gamma}{\partial\varepsilon_{ij}}=0 .$$

The Eulerian form (3) gives at once

$$f_{ij}=\gamma\,\delta_{ij}.\tag{7}$$

In the Lagrangian form, $\Gamma=J\gamma$ with constant $\gamma$, so $P=\gamma\,\partial J/\partial F$. The matrix product in part (c) then gives

$$f=\frac1J\,\gamma\,\frac{\partial J}{\partial F}F^T=\gamma\,1 .$$

The quantities that coincide for the liquid are thus surface stress and surface energy. The two energy densities do not coincide: $\Gamma=J\gamma$ differs from $\gamma$ as soon as $J\ne1$. In (3) the stress comes from the explicit area term, and in (5) it comes from the factor $J$ inside $\Gamma$.

A solid escapes this argument at the second fact. In an elastic stretch its surface keeps its atoms and cannot return to its unstrained structure, so $\gamma$ in general depends on strain. A single derivative can still vanish at a particular strain: in the crystal of part (d), $f_{xx}$ equals $\gamma$ at a compression along $x$ between 2% and 4%. The statement does not cover a solid that creeps or exchanges atoms with its surface by diffusion during the deformation.

A liquid can escape it too. Suppose the surface carries a fixed number $n$ of insoluble molecules, and the excess free energy per area is a function $\gamma(c)$ of their density $c=n/A$. Since $dc/d\ln A=-c$, equation (4) gives $\frac12f_{ii}=\gamma-c\,\gamma'(c)$. The coincidence is lost unless $\gamma'(c)=0$, because the surface again keeps some of its material.

## (f) What the flow of material does

*In a square-gradient model of the liquid surface, compare a stretch in which the density profile is merely deformed with one in which it comes to equilibrium.*

**Solution.** Let $x(z)$ be a scaled density, equal to 1 in the liquid and 0 in the vapour. The excess free energy per current area is

$$\int\left[W(x)+\frac{\kappa}{2}\left(\frac{dx}{dz}\right)^2\right]dz,\qquad W=w\,x^2(1-x)^2 .$$

Call the two parts $I_W$ and $I_K$. In a long cell the equilibrium profile obeys $\kappa x''=W'(x)$. No multiplier for the amount of matter is needed, because the two phases have equal $W$ and $W'=0$ in both. Multiplying by $x'$ and integrating gives $\frac{\kappa}{2}x'^2-W=\text{const}$. The constant is zero, since both terms vanish far from the interface. Hence

$$I_W=I_K=\frac{\gamma}{2}.\tag{8}$$

It follows that $\gamma=2I_K=\int\kappa x'^2dz$. With $\kappa|x'|=\sqrt{2\kappa W}$ and $|x'|\,dz$ replaced by $dx$ running from 0 to 1,

$$\gamma=\sqrt{2\kappa w}\int_0^1x(1-x)\,dx=\frac{\sqrt{2\kappa w}}{6}.$$

**Frozen profile.** Stretch the area by $J$ and compress all heights by $1/J$, so that volume and amount of matter are conserved. The profile becomes $x(Jz)$. The integral over $z$ supplies a factor $1/J$, and the squared gradient supplies $J^2$. The parts become $I_W/J$ and $JI_K$. Multiplying their sum by $A/A_0=J$ and using (8),

$$\Gamma_{\rm frozen}=I_W+J^2I_K=\gamma\,\frac{1+J^2}{2}.$$

**Relaxed profile.** If molecules may flow, the interface again satisfies the same equation with the same bulk values on either side. Its energy per current area returns to $\gamma$, and $\Gamma_{\rm relaxed}=J\gamma$.

In both cases $\Gamma$ depends on $F$ through $J$ alone, so (5) gives $f_{ij}=(d\Gamma/dJ)\,\delta_{ij}$. This is $\gamma J$ for the frozen profile and $\gamma$ for the relaxed one. At $J=1$ they agree, as they must, since the equilibrium profile is stationary and its relaxation has no first-order effect. At finite stretch they separate:

$$\Gamma_{\rm frozen}-\Gamma_{\rm relaxed}=\frac{\gamma}{2}(J-1)^2 .$$

The flow of material removes this extra energy by restoring the thinned interface to its equilibrium width. This keeps $\gamma$ constant as long as both phases stay thick compared with the interface. In the 200 Å cell used below, whose height shrinks to $200/J$ Å, $\gamma$ has dropped by 1.6% at $J=6$, and beyond $J\approx9$ no interface is left.

**Numbers.** Take $w=0.01$ eV/Å$^3$ and $\kappa=0.5$ eV/Å. Then

$$\gamma=\frac{\sqrt{2\times0.5\times0.01}}{6}=\frac{0.1}{6}=0.01667\ \text{eV/Å}^2,$$

or $0.267$ J/m$^2$. Solving for the profile by Newton's method on 1000 points in a 200 Å cell, with the amount of matter fixed, gives the same value. It consists of two parts of $0.00833$ eV/Å$^2$ each. The slope of $\Gamma$ at $J=1$, from central differences, is $0.01667$ eV/Å$^2$ for both the frozen and the relaxed profile.

At $J=1.2$ the frozen profile has $\Gamma=0.016667\times1.22=0.02033$ eV/Å$^2$. Solving again for the profile gives $\Gamma=0.02000$ eV/Å$^2$, and division by 1.2 returns $\gamma=0.01667$ eV/Å$^2$.

The crystal of part (d) behaves differently. A 1% stretch in both directions, $J=1.0201$, lowers its $\gamma$ from $0.0898$ to $0.0879$ eV/Å$^2$, about 2% of the unstrained value. At the same $J$ the relaxed liquid still has $\gamma=0.01667$ eV/Å$^2$.
